# Radial Wavelength Shortening in a Thin Capacitive Plasma Slab: a program that tests the result

```python
# Result under test: a radial rf wave between two plates, with a plasma slab
# of half-thickness d and an empty sheath s at each plate, has wavenumber
#     k = k0*sqrt(1 + d/s),   k0 = omega/c,
# if d is well below the skin depth and |eps| is well above both 1 and d/s.
# eps: plasma permittivity; q = (k/k0)^2; kp = omega_p/c = 1/skin depth.
# Time factor exp(-i omega t). Lengths are in cm unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import j0, jn_zeros


def permittivity(wp_over_w, nu_over_w=0.0):
    return 1 - wp_over_w**2 / (1 + 1j * nu_over_w)


def residual(q, eps, k0, d, s):
    ap = np.sqrt(k0**2 * (q - eps) + 0j)
    a0 = np.sqrt(k0**2 * (q - 1) + 0j)
    return ap * np.tanh(ap * d) / eps + a0 * np.tanh(a0 * s)


def thin_q(eps, d, s):
    return (s + d) / (s + d / eps)


def full_q(eps, k0, d, s):
    """Complex secant root of the full dispersion relation."""
    qa = complex(thin_q(eps, d, s))
    qb = qa * 1.001
    fa = residual(qa, eps, k0, d, s)
    for _ in range(60):
        fb = residual(qb, eps, k0, d, s)
        step = -fb * (qb - qa) / (fb - fa)
        qa, fa, qb = qb, fb, qb + step
        if abs(step) < 1e-10 * abs(qb):
            return qb
    raise RuntimeError("dispersion root not found")


def cavity_mode(radius, d, s, kp, nr=20, cell=0.1):
    """Lowest symmetric mode of Maxwell + cold electrons in a closed cylinder.

    Solves curl curl E + kp(z)^2 E = k0^2 E on a staggered (r,z) grid,
    without separating variables. Upper half of the gap only.
    """
    nzp, nz = round(d / cell), round((d + s) / cell)
    hr = radius / nr
    n_er = nr * (nz - 1)
    size = n_er + nr * nz

    def er(i, j):
        return i * (nz - 1) + j - 1

    def ez(i, j):
        return n_er + i * nz + j

    curl = np.zeros((nr * nz, size))
    wh, weight, filled = np.zeros(nr * nz), np.zeros(size), np.zeros(size)
    for i in range(nr):
        for j in range(nz):
            row = i * nz + j
            wh[row] = (i + 0.5) * hr
            if j + 1 < nz:
                curl[row, er(i, j + 1)] = 1 / cell
            if j > 0:
                curl[row, er(i, j)] = -1 / cell
                weight[er(i, j)] = (i + 0.5) * hr
                filled[er(i, j)] = 1.0 if j < nzp else 0.5 * (j == nzp)
            if i + 1 < nr:
                curl[row, ez(i + 1, j)] = -1 / hr
            curl[row, ez(i, j)] = 1 / hr
            weight[ez(i, j)] = i * hr if i > 0 else hr / 8
            filled[ez(i, j)] = float(j < nzp)
    root = np.sqrt(weight)
    scaled = np.sqrt(wh)[:, None] * curl / root[None, :]
    matrix = scaled.T @ scaled + np.diag(kp**2 * filled)
    values, vectors = eigh(matrix)
    pick = np.where(values > 1e-8)[0][0]   # skip static sheath fields
    field = vectors[:, pick] / root
    magnetic = (wh * (curl @ field)**2).reshape(nr, nz)
    electric = weight * field**2
    ez_field = field[n_er:].reshape(nr, nz)
    ez_energy = electric[n_er:].reshape(nr, nz)
    mag_share = magnetic[:, :nzp].sum() / magnetic.sum()
    el_share = ez_energy[:, nzp:].sum() / electric.sum()
    profile = ez_field[:, -1] / ez_field[0, -1]
    return np.sqrt(values[pick]), mag_share, el_share, profile, hr


def profile_q(density_shape, kp, k0, d, s):
    """q from integration of the axial field equation, any density profile."""
    def mismatch(q):
        def rhs(z, y):
            eps = 1 - (kp / k0)**2 * density_shape(z)
            return [eps * y[1], k0**2 * (q / eps - 1) * y[0]]
        sol = solve_ivp(rhs, (0, d), [1.0, 0.0], rtol=1e-9, atol=1e-13)
        h, f = sol.y[:, -1]
        a0 = k0 * np.sqrt(q - 1)
        return (f / h + a0 * np.tanh(a0 * s)) / k0**2
    return brentq(mismatch, 2.0, 40.0, xtol=1e-9)


# ---------- example inputs (round values) ----------
freq_mhz, d, s = 40.0, 2.0, 0.2
density, te_ev = 1e10, 3.0              # cm^-3, eV
pressure_mtorr, gas_k = 10.0, 300.0
rate_coeff = 1e-7                       # electron-gas collisions, cm^3/s
electrode = 20.0
D = d / s

# ---------- atomic-unit plasma quantities ----------
bohr_cm = sc.physical_constants["Bohr radius"][0] * 100
time_au = sc.physical_constants["atomic unit of time"][0]
c_au = 1 / sc.fine_structure
wp_au = np.sqrt(4 * np.pi * density * bohr_cm**3)
omega = 2 * np.pi * freq_mhz * 1e6
w_au = omega * time_au
skin = c_au / wp_au * bohr_cm
kp, k0 = 1 / skin, w_au / c_au / bohr_cm
wp_si = np.sqrt(density * 1e6 * sc.e**2 / (sc.epsilon_0 * sc.m_e))
assert abs(wp_au / time_au / wp_si - 1) < 1e-6
wp_over_w = wp_au / w_au
eps = permittivity(wp_over_w).real

# ---------- Maxwell eigenproblem against the dispersion relation ----------
cav_radius = 86.0
cav_k0, mag_share, el_share, shape, hr = cavity_mode(cav_radius, d, s, kp)
k_wall = jn_zeros(0, 1)[0] / cav_radius
cav_eps = 1 - (kp / cav_k0)**2
k_pred = cav_k0 * np.sqrt(full_q(cav_eps, cav_k0, d, s).real)
assert abs(k_pred / k_wall - 1) < 2e-3          # grid error
assert np.max(abs(shape - j0(k_wall * hr * np.arange(len(shape))))) < 5e-3
assert abs(mag_share - d / (d + s)) < 0.02      # skin effect shifts it
assert el_share > 0.99

# ---------- main limit, weak and strong collisions ----------
worst = 0.0
for ratio in (0.5, 3.0, 10.0, 30.0):
    for nu_ratio in (0.0, 5.0):
        e = permittivity(1e3, nu_ratio)
        q = full_q(e, 1e-5, 1.0, 1 / ratio)     # d/skin depth = 0.01
        worst = max(worst, abs(np.sqrt(q) / np.sqrt(1 + ratio) - 1))
assert worst < 2e-4

# ---------- thin slab near series resonance: simple law must fail ----------
errors = []
for k0d in (0.004, 0.002):
    q = full_q(-20.0, k0d, 1.0, 0.1).real
    errors.append(abs(q / thin_q(-20.0, 1.0, 0.1) - 1))
assert errors[1] < 1e-3 and abs(errors[0] / errors[1] - 4) < 0.1
assert q > 1.9 * 11

# ---------- arbitrary skin depth and its first correction ----------
for x in (1.0, 3.0):
    q = full_q(permittivity(1e4), x / 1e4, 1.0, 0.1).real
    assert abs(q / (1 + 10 * np.tanh(x) / x) - 1) < 1e-5
assert q < 0.5 * 11                             # simple law fails when thick
x = 0.1
q = full_q(permittivity(1e4), x / 1e4, 1.0, 0.1).real
skin_coeff = (11 - q) / (10 * x**2)
assert abs(skin_coeff - 1 / 3) < 0.003

# ---------- weak collisional damping ----------
x, wr, nur = 0.05, 100.0, 0.05
k_complex = np.sqrt(full_q(permittivity(wr, nur), x / wr, 1.0, 0.1))
damp_formula = nur / 2 * (10 / wr**2 + 10 / 11 * x**2 / 3)
assert abs(k_complex.imag / k_complex.real / damp_formula - 1) < 0.02

# ---------- worked example ----------
q_exact = full_q(eps, k0, d, s).real
q_first = (1 + D) * (1 - D / eps) + D * eps * (k0 * d)**2 / 3
assert abs(q_first / q_exact - 1) < 5e-3        # second-order remainder
factor, factor_exact = np.sqrt(1 + D), np.sqrt(q_exact)
assert abs(factor_exact / factor - 1) < 0.03
lambda0 = 2 * np.pi / k0
lam, lam_exact = lambda0 / factor, lambda0 / factor_exact
k = k0 * factor
edge_v = j0(k * electrode)
resonance_mhz = freq_mhz * wp_over_w / np.sqrt(1 + D)

# density profile with edge/centre = 0.5 and the same mean density
q_uniform = profile_q(lambda z: 1.0, kp, k0, d, s)
assert abs(q_uniform / q_exact - 1) < 1e-5
b = np.arccos(0.5)
q_prof = profile_q(lambda z: b / np.sin(b) * np.cos(b * z / d), kp, k0, d, s)

# collisions
gas_density = pressure_mtorr * 1e-3 * sc.torr / (sc.k * gas_k) * 1e-6
nu = rate_coeff * gas_density
k_damped = k0 * np.sqrt(full_q(permittivity(wp_over_w, nu / omega), k0, d, s))

# thermal scales
v_th = np.sqrt(te_ev * sc.e / sc.m_e) * 100
debye = v_th / wp_si

# collisionless dc Child law, checked by integrating Poisson's equation
phi_child = ((s / debye)**2 * 9 / (4 * np.sqrt(2)))**(2 / 3)
entry = 1e-3                                    # small ion entry speed
poisson = solve_ivp(lambda z, y: [y[1], 1 / np.sqrt(entry**2 + 2 * y[0])],
                    (0, s / debye), [0.0, 0.0], rtol=1e-8, atol=1e-12)
assert abs(poisson.y[0, -1] / phi_child - 1) < 0.01
s_edge = s * edge_v**0.75
factor_edge = np.sqrt((d + s) / s_edge)         # plate gap stays fixed

# fifth harmonic
q5 = full_q(permittivity(wp_over_w / 5), 5 * k0, d, s).real
lam5 = lambda0 / 5 / np.sqrt(q5)

print(f"Frequency: {freq_mhz:.0f} MHz")
print(f"Plasma half-thickness d: {d:.1f} cm")
print(f"Sheath thickness s: {s:.1f} cm")
print(f"Electron density: {density:.1e} cm^-3")
print(f"Electron temperature: {te_ev:.1f} eV")
print(f"Gas pressure: {pressure_mtorr:.0f} mTorr")
print(f"Gas temperature: {gas_k:.0f} K")
print(f"Electrode radius: {electrode:.0f} cm")
print(f"Ratio d/s: {D:.1f}")
print(f"Skin depth: {skin:.3f} cm")
print(f"Ratio d/skin depth: {d / skin:.3f}")
print(f"Collisionless permittivity: {eps:.1f}")
print(f"Series resonance: {resonance_mhz:.1f} MHz")
print(f"Free-space wavelength: {lambda0:.1f} cm")
print(f"Shortening factor, simple law: {factor:.4f}")
print(f"Shortening factor, full relation: {factor_exact:.4f}")
print(f"Wavelength, simple law: {lam:.1f} cm = {lam * 1e8:.3e} angstrom")
print(f"Wavelength, full relation: {lam_exact:.1f} cm")
print(f"First voltage null, simple law: {jn_zeros(0, 1)[0] / k:.1f} cm")
print(f"Edge/centre voltage: {edge_v:.4f}")
print(f"Edge/centre voltage squared: {edge_v**2:.4f}")
print(f"Same, free-space wavelength: {j0(k0 * electrode)**2:.4f}")
print(f"Resonance correction to k^2: {-100 * D / eps:.2f} %")
skin_pc = 100 * D * eps * (k0 * d)**2 / 3 / (1 + D)
print(f"Skin correction to k^2: {skin_pc:.2f} %")
print(f"Full change of k: {100 * (factor_exact / factor - 1):.2f} %")
prof_pc = 100 * (np.sqrt(q_prof / q_exact) - 1)
print(f"Density-profile change of k (edge/centre 0.5): {prof_pc:.2f} %")
print(f"Collision rate coefficient: {rate_coeff:.1e} cm^3/s")
print(f"Gas density: {gas_density:.2e} cm^-3")
print(f"Collision frequency: {nu:.2e} s^-1")
print(f"Collision/angular rf frequency: {nu / omega:.3f}")
print(f"Damping Im k/Re k: {k_damped.imag / k_damped.real:.5f}")
print(f"Amplitude decay length: {1 / k_damped.imag:.0f} cm")
print(f"Debye length: {debye:.4f} cm")
print(f"Debye length/s: {debye / s:.3f}")
print(f"Thermal travel per rf radian/d: {v_th / omega / d:.3f}")
print(f"Child-law dc sheath voltage: {phi_child * te_ev:.0f} V")
print(f"Edge sheath at fixed density: {s_edge:.4f} cm")
print(f"Local factor at edge: {factor_edge:.4f}")
print(f"Fifth-harmonic wavelength: {lam5:.1f} cm")
print(f"Test cavity radius: {cav_radius:.0f} cm")
cav_mhz = cav_k0 * 100 * sc.c / (2 * np.pi) / 1e6
print(f"Test cavity frequency: {cav_mhz:.2f} MHz")
print(f"Test cavity shortening factor: {k_wall / cav_k0:.4f}")
print(f"Cavity k, relation/wall condition: {k_pred / k_wall:.5f}")
print(f"Magnetic energy share in plasma: {mag_share:.4f}")
print(f"Electric energy share in sheaths: {el_share:.5f}")
print(f"Worst relative error in limiting tests: {worst:.1e}")
print(f"Skin coefficient from full relation: {skin_coeff:.4f}")
print("all assertions hold")
```

It prints:

```
Frequency: 40 MHz
Plasma half-thickness d: 2.0 cm
Sheath thickness s: 0.2 cm
Electron density: 1.0e+10 cm^-3
Electron temperature: 3.0 eV
Gas pressure: 10 mTorr
Gas temperature: 300 K
Electrode radius: 20 cm
Ratio d/s: 10.0
Skin depth: 5.314 cm
Ratio d/skin depth: 0.376
Collisionless permittivity: -502.9
Series resonance: 270.7 MHz
Free-space wavelength: 749.5 cm
Shortening factor, simple law: 3.3166
Shortening factor, full relation: 3.2786
Wavelength, simple law: 226.0 cm = 2.260e+10 angstrom
Wavelength, full relation: 228.6 cm
First voltage null, simple law: 86.5 cm
Edge/centre voltage: 0.9242
Edge/centre voltage squared: 0.8541
Same, free-space wavelength: 0.9860
Resonance correction to k^2: 1.99 %
Skin correction to k^2: -4.28 %
Full change of k: -1.15 %
Density-profile change of k (edge/centre 0.5): 0.39 %
Collision rate coefficient: 1.0e-07 cm^3/s
Gas density: 3.22e+14 cm^-3
Collision frequency: 3.22e+07 s^-1
Collision/angular rf frequency: 0.128
Damping Im k/Re k: 0.00382
Amplitude decay length: 9528 cm
Debye length: 0.0129 cm
Debye length/s: 0.064
Thermal travel per rf radian/d: 0.145
Child-law dc sheath voltage: 158 V
Edge sheath at fixed density: 0.1885 cm
Local factor at edge: 3.4162
Fifth-harmonic wavelength: 33.9 cm
Test cavity radius: 86 cm
Test cavity frequency: 40.65 MHz
Test cavity shortening factor: 3.2818
Cavity k, relation/wall condition: 0.99932
Magnetic energy share in plasma: 0.9011
Electric energy share in sheaths: 0.99987
Worst relative error in limiting tests: 7.9e-05
Skin coefficient from full relation: 0.3320
all assertions hold
```
